Why dye in resist trades dose swing for sidewall tilt

**1. What goes wrong**

A resist film on a reflecting substrate is a weak optical cavity. In the example followed below, a thickness change of about 35 nm changes the dose needed to clear the film by a factor of 1.9. A dye that absorbs the exposing light cuts the relative swing from 61% to 29%. If that is all one knows about the dye, the next result is a surprise: in the smoothed dose profile used below, the sidewall, which stood at 89.2° from the horizontal, now leans at 84.9°, and the exposed space is 112 nm narrower at the bottom than at the top.

The two effects have one cause, the attenuation of light in the film. But a smaller swing does not by itself require a large tilt. To see why, reflection and absorption must be separated and then weighed against each other.

**2. The field in the film**

Light of vacuum wavelength λ falls at normal incidence from air on a film of thickness D. Depth z runs downward from the film surface. With time factor exp(−iωt), the film index is N = n + iκ and the substrate index is N_s. Put k₀ = 2π/λ and K = k₀N. A downward wave exp(iKz) has intensity exp(−αz), where

α = 2k₀κ = 4πκ/λ.

The absorption does not bleach during exposure, and light absorbed by the dye makes no photoproduct. The useful dose is then proportional to the local |E|², not to the total absorbed power. The amplitude coefficients are

t₁₂ = 2/(1+N), r₂₁ = (N−1)/(N+1), r₂₃ = (N−N_s)/(N+N_s),

for entry from air, and for reflection inside the film at the air side and at the substrate.

Let d be the downward amplitude just below the surface, for unit incident amplitude. This wave reaches the substrate, reflects, and returns to the surface with amplitude d r₂₃ exp(2iKD). A part r₂₁ of it is turned down again and joins the entering wave:

d = t₁₂ + r₂₁r₂₃ exp(2iKD) d, so d = t₁₂/[1 − r₂₁r₂₃ exp(2iKD)].

The total field is

E(z) = d [exp(iKz) + r₂₃ exp(iK(2D−z))].

Write R = |r₂₃|². Squaring gives the two separate intensities and a cross term:

|E|² = |d|² {exp(−αz) + R exp(−α(2D−z)) + 2|r₂₃| exp(−αD) cos[2k₀n(D−z) + arg r₂₃]}.

The cross term is the standing wave. Its amplitude does not depend on z, because one wave has the amplitude factor exp(−αz/2), the other exp(−α(2D−z)/2), and the product is exp(−αD). Its period is P = π/(k₀n) = λ/(2n), so its average over one period is zero.

Averaging over a period is a simple stand-in for the smoothing by diffusion in the interior of the film. It multiplies both exp(−αz) and exp(+αz) by the same constant,

(1/P) ∫ exp(±αs) ds from −P/2 to P/2 = sinh(αP/2)/(αP/2).

This constant is within 0.1% of one in the example and is dropped. The smooth dose per unit incident dose is therefore

J(z) = |d|² g(z), g(z) = exp(−αz) + R exp(−α(2D−z)).

Within P/2 of a surface a full averaging window does not fit. There J is taken, by convention, as the sum of the two travelling-wave intensities, which is the same expression. This continues the smooth interior profile to the surfaces. It is not the dose that diffusion would leave there: if nothing diffuses out through a surface, part of the standing wave survives close to it and can raise or lower the local dose by 20% or more on a strong reflector, as much as the whole gradient derived below. For the example of section 6, Gaussian diffusion with a standard deviation of 25 to 50 nm and no flux through the surfaces gives a logarithm of the top-to-bottom dose ratio between −0.27 and −0.06 without dye and between 0.31 and 0.44 with it, against 0.10 and 0.65 for the smooth profile; these values move by a few tenths as D passes through one period, and the lowest dose then lies some 60 to 130 nm above the bottom. The top and bottom values below, and the edge shifts and angles drawn from them, belong to the continued smooth profile.

All the cavity interference now sits in |d|², and all the depth dependence in g(z).

**3. The swing**

In an ideal threshold model, the film clears when the dose at its bottom reaches a fixed value E_th. At z = D both terms of g contain the one-way transmission

T = exp(−αD),

so g(D) = (1+R)T. Define ρ = |r₂₁r₂₃|T and φ = 2k₀nD + arg(r₂₁r₂₃). The dose-to-clear is

E_c = E_th/J(D) = E_th |1 − ρ exp(iφ)|² / [|t₁₂|²(1+R)T],

|1 − ρ exp(iφ)|² = 1 + ρ² − 2ρ cos φ.

Hold T fixed and vary φ. The extremes of the last expression are (1+ρ)² and (1−ρ)². Their difference is 4ρ and their mean is 1+ρ². The relative swing, difference over mean, is

S = 4ρ/(1+ρ²).

Since dS/dρ = 4(1−ρ²)/(1+ρ²)² is positive for ρ < 1, a smaller T gives a smaller swing at fixed reflectances.

One point decides everything that follows. The wave that interferes with the entering light has crossed the film twice, so its intensity carries T². Interference depends on amplitude, and the square root of T² is T. The swing is thus governed by the same number that says how much intensity survives one passage to the bottom.

It also matters that S is a relative quantity. The difference between the extreme doses is

ΔE_c = E_th · 4ρ/[|t₁₂|²(1+R)T] = E_th · 4|r₂₁r₂₃|/[|t₁₂|²(1+R)],

from which T has cancelled. At fixed reflectances, dye does not reduce the peak-to-trough dose; it raises the mean on which that difference sits. The benefit is real because an exposure tool applies one chosen dose, and what counts is the fractional error of that dose.

The price in exposure follows from the expansion

ln|1 − ρ exp(iφ)|² = −2 Σ ρᵐ cos(mφ)/m, m = 1, 2, …,

every term of which averages to zero over φ. At fixed reflectances the log-mean dose-to-clear therefore grows as exp(αD).

**4. The gradient**

The factor |d|² is common to all depths and cancels from the ratio of top dose to bottom dose:

G = g(0)/g(D) = (1+RT²)/[(1+R)T].

Taking the logarithm separates the two contributions:

ln G = αD − ln[(1+R)/(1+RT²)].

The first term is absorption of the downward wave. The second is the fill-in by the reflected wave, which is strongest at the bottom and so works against the gradient. It is never negative, because T ≤ 1. Hence G ≤ 1/T: the one-way attenuation is an upper bound for the dose ratio, not its value.

The local gradient shows the same competition. Differentiating g and dividing numerator and denominator by exp(−αz),

d ln g/dz = −α [1 − R exp(−2α(D−z))]/[1 + R exp(−2α(D−z))].

With R exp(−2α(D−z)) = exp(−2y), the fraction is tanh y, so

d ln g/dz = −α tanh[α(D−z) + ½ ln(1/R)].

For R < 1 the dose falls all the way down, fastest at the top. At the bottom the rate has dropped to α(1−R)/(1+R).

**5. From gradient to sidewall**

Let the lateral image a(x) have the same shape at every depth, with x measured from the centre of a bright space. This leaves out defocus through the film and oblique rays. It is close to exact for an image formed by two beams symmetric about the normal. The diffusion that smooths the standing wave also blurs the image sideways, so a(x) is to be read as the image after that blur. The resist is positive, and development follows a contour of constant dose:

a(x) g(z) = constant.

Taking the logarithm and differentiating along the contour, with L = −d ln a/dx > 0,

−L dx + (d ln g/dz) dz = 0,

dx/dz = −(α/L) tanh[α(D−z) + ½ ln(1/R)].

The space narrows with depth and the remaining line has a foot. In negative resist the exposed part remains, so the same contour gives a line that is narrower at its base. If L is nearly constant over the range of x involved, integration gives

x_top − x_bottom ≈ ln G/L.

A steeper image reduces the tilt for a given dye load and leaves S unchanged.

**6. Each contribution alone**

The round model parameters are λ = 248 nm, n = 1.75, D = 630 nm and N_s = 1.5 + 3.5i. The absorption is α = 0.4 µm⁻¹ without dye and 1.6 µm⁻¹ with it. The swings and dose ratios in this section come from numerical integration of the wave equation upward from the substrate, which does not use the formulas above.

Reflection without absorption: with α = 0 the swing is 0.77 and G = 1. There is a large swing and no gradient, as expected from T = 1.

Absorption without reflection: the dyed film on a substrate of its own index has zero swing, once the steady trend exp(αD) is divided out of the dose-to-clear, and G = 2.74, which is exp(1.008) = 1/T. There is a full gradient and no swing.

So reflection is the source of the swing, and absorption is the source of the gradient. Dye connects them because it acts on the reflected wave and on the direct wave alike.

**7. Both together**

For the undyed film αD = 0.252, T = 0.777, R = 0.536 and |r₂₁| = 0.273. Then

ρ = 0.273 × √0.536 × 0.777 = 0.155, S = 4 × 0.155/(1 + 0.024) = 0.61,

ln G = 0.252 − 0.149 = 0.103.

For the dyed film αD = 1.008, T = 0.365 and R = 0.525, so

ρ = 0.273 × √0.525 × 0.365 = 0.072, S = 4 × 0.072/(1 + 0.005) = 0.29,

ln G = 1.008 − 0.354 = 0.654.

Fill-in cancels more than half of the absorption term in the undyed film, but only about a third of it in the dyed film. The fill-in term ln[(1+R)/(1+RT²)] can never exceed ln(1+R), about 0.42 for the dyed film, while αD grows without limit as dye is added.

A real thickness scan also contains the trend 1/T. The scanned swing uses a maximum near D and the geometric mean of the minima on either side. It gives 0.607 and 0.291, against 0.606 and 0.287 from the formula at D. These values have the trend removed; measured from the maximum to the thinner and to the thicker minimum separately, the swings are 0.62 and 0.59 without dye and 0.35 and 0.23 with it. The extreme doses, in units of E_th, are 1.13 and 2.11 without dye, and 2.91 and 3.90 with it. Their differences are 0.98 and 0.99: the absolute swing has indeed hardly moved. The log-mean dose has risen by a factor of 2.15. Of this, exp(0.756) = 2.13 is attenuation, and the rest is the small change in R.

For the sidewall, take the image

a(x) = ½[1 + V cos(2πx/p)], p = 500 nm, V = 0.9,

with the dose set so that the edge at mid-depth lies at x = p/4. There a = ½ and da/dx = −πV/p, so L = 2πV/p = 0.0113 nm⁻¹. The linear estimate for the dyed film is 0.654/0.01131 = 58 nm. Solving the threshold condition with the full image gives edges at 154.6 nm at the top and 98.6 nm at the bottom, a shift of 56 nm. The estimate is 3% above this because L varies along the edge. The mean tilt from vertical is arctan(56/630) = 5.1°. Without dye the shift is 9 nm and the tilt 0.8°.

**8. The rate of exchange**

How much gradient is paid for a given reduction in swing? Put τ = αD and hold the interface reflectances fixed. Since dT/dτ = −T,

d ln G/dτ = 1 − 2RT²/(1+RT²) = (1−RT²)/(1+RT²).

Since d ln ρ/dτ = −1,

d ln S/dτ = −1 + 2ρ²/(1+ρ²) = −(1−ρ²)/(1+ρ²).

Dividing the first by minus the second,

d ln G/d ln(1/S) = [(1−RT²)/(1+RT²)] · [(1+ρ²)/(1−ρ²)].

For R < 1 and |r₂₁| < 1 we have ρ² = |r₂₁|²RT² < RT² < 1. The function (1−q)/(1+q) decreases with q, so the rate lies between 0 and 1. At fixed reflectances, adding dye raises G, but by a smaller factor than that by which it divides S. Dye also changes κ and with it the reflectances. On a strong reflector this is a small correction. On a substrate whose index is close to that of the film it is not: the rate can exceed 1, and the swing, small in any case, can even grow with dye. Here the swing is divided by 2.09 and the dose ratio is multiplied by 1.73. Near α = 1.0 µm⁻¹ the rate is 0.755 from the formula and 0.758 from scans at α = 0.8 and 1.2 µm⁻¹. The agreement should be read at the level of 1%: G and S evaluated at these two loads with their own reflectances give 0.750, and the scan's slight overestimate of S at the larger load raises this to 0.758.

Two limits bracket this behaviour. For weak absorption,

ln G ≈ αD(1−R)/(1+R),

so on a strong reflector the first portion of dye costs little gradient. For strong absorption RT² and ρ² are negligible, and

S ≈ 4|r₂₁r₂₃|T, G ≈ 1/[(1+R)T], SG ≈ 4|r₂₁r₂₃|/(1+R).

The product no longer depends on the dye. Each further halving of the swing then doubles the top-to-bottom dose ratio.

**9. Reducing the reflection instead**

The swing contains |r₂₃| and T as a product, so it can be lowered through either. Keep the undyed film and put it on a weaker reflector, chosen so that |r₂₃|T equals the dyed value. This needs R = 0.116. It is modelled as a lossless medium of index 3.555, so deep that nothing returns from below. A practical underlayer must achieve the same low reflection by its own absorption or by its thickness.

The scanned swing is 0.286, close to the dyed 0.291. The gradient is

ln G = 0.252 − 0.042 = 0.210,

the edge shift is 19 nm, and the wall stands at 88.3°. For the same swing, the edge shift of the smooth profile is a third of that produced by dye. This compares the slope of the wall in the interior of the film. The residue of the standing wave at the surfaces can hide it: with the no-flux diffusion of section 2, the top-to-bottom shifts at this thickness are 27 to 44 nm with dye and 26 to 34 nm on the underlayer.

The underlayer is not free of cost either. Its shift is twice the 9 nm of the undyed film on the original substrate, because weakening the reflected wave weakens its fill-in. That cost is bounded, though. Even with R = 0, ln G cannot exceed the αD of the undyed film, which in the linear estimate is 0.252/0.01131 = 22 nm. With dye, αD itself grows, and the bound grows with it.

**10. Where the account stops holding**

If the absorption bleaches, α falls during exposure and differs between top and bottom, so a single T no longer describes the film. If development has a finite rate, the top of the wall is exposed to developer for longer than the bottom, and this adds a tilt of its own. Defocus through the film makes L and the image width depend on z, and can add to the tilt or offset it. At 500 nm pitch this is not small: a coherent three-beam image with the same L, focused at mid-depth, gives shifts of about 12, 76 and 21 nm for the three films in place of 9, 56 and 19 nm, and these change with thickness and focus. At oblique incidence, path lengths and reflectances depend on angle and polarization. The doses from mutually incoherent source directions add (diffraction orders from one direction add in amplitude), and the swing must be found from their sum; it is not the sum of the separate swings. The angles quoted here are therefore the absorption part of the sidewall tilt, within a threshold model, and leave out what remains of the standing wave near the two surfaces. The values for all three films, and for the two cases of section 6 with one contribution alone, are in the numerical output below.

Computed results

```
wavelength 248 nm; film index 1.75; D 630 nm
substrate index 1.5 + 3.5i
matched-swing underlayer index 3.555
standing-wave period 70.86 nm
image pitch 500 nm; modulation 0.9
image log slope at quarter pitch 0.01131 1/nm
[undyed] alpha 0.4 1/um; kappa 0.00789
  alpha*D 0.252; transmission T 0.7772
  |r21| 0.2727; substrate reflectance R 0.5360
  swing S: formula at D 0.6062; scan 0.6067
  scan maximum at thickness 628.5 nm
  relative dose-to-clear: max 2.1124, min 1.1291
  top/bottom dose ratio G 1.1089; ln G 0.1033
  edge x: top 130.01 nm, bottom 120.92 nm
  edge shift 9.09 nm; ln G/L 9.14 nm
  mean sidewall angle from horizontal 89.17 deg
[dyed] alpha 1.6 1/um; kappa 0.03158
  alpha*D 1.008; transmission T 0.3649
  |r21| 0.2730; substrate reflectance R 0.5250
  swing S: formula at D 0.2872; scan 0.2905
  scan maximum at thickness 629.5 nm
  relative dose-to-clear: max 3.8996, min 2.9104
  top/bottom dose ratio G 1.9225; ln G 0.6536
  edge x: top 154.61 nm, bottom 98.57 nm
  edge shift 56.04 nm; ln G/L 57.79 nm
  mean sidewall angle from horizontal 84.92 deg
[underlayer] alpha 0.4 1/um; kappa 0.00789
  alpha*D 0.252; transmission T 0.7772
  |r21| 0.2727; substrate reflectance R 0.1157
  swing S: formula at D 0.2870; scan 0.2863
  scan maximum at thickness 638.0 nm
  relative dose-to-clear: max 2.5128, min 1.8835
  top/bottom dose ratio G 1.2338; ln G 0.2101
  edge x: top 134.03 nm, bottom 115.42 nm
  edge shift 18.61 nm; ln G/L 18.57 nm
  mean sidewall angle from horizontal 88.31 deg
dye: swing divided by 2.088
dye: dose ratio G multiplied by 1.734
dye: log-mean dose-to-clear multiplied by 2.146
exchange rate near alpha 1.0 1/um: scan 0.758, law 0.755
lossless control: swing 0.7705, G 1.0000
index-matched dyed control: swing 0.0000, G 2.7401
```
